Deal-Grove constants from thickness data: weighted regression, bootstrap and thin-film limits

**Dimensions and the size of the error**

An oxide of thickness x grows in time t along a curve whose second derivative contains the parabolic constant B. Suppose that N films cover a thickness interval of length L, centred at m, and that each thickness has an independent error of standard deviation σ. If the slope s = dt/dx changes little over the interval, a thickness error σ acts as a time error sσ. The coefficient c2 of x² has the dimension time/length². It is unchanged when the origin of x is moved, so m can enter its error through s alone. To first order in σ, the error must therefore have the form

sd(c2) = K sσ/L²,

where K is a number fixed by N and the spacing of the data. Halving the interval at fixed N, σ and s makes the error four times larger. It remains to find s and K, and to treat intervals on which s is not constant.

**The growth law as a quadratic in thickness**

Consider a planar film in steady state. Let C* be the equilibrium oxidant concentration in the oxide, C0 and Ci the concentrations at its outer and inner faces, D the diffusivity, and g and k the surface-transfer and reaction coefficients. The same flux F crosses all three stages:

F = g(C* − C0) = D(C0 − Ci)/x = kCi.

Solving each equality for its concentration difference and adding gives

C* = F(1/g + x/D + 1/k).

If a unit volume of oxide takes up n oxidant molecules, dx/dt = F/n. Multiplying numerator and denominator by 2D gives

dx/dt = B/(A + 2x), B = 2DC*/n, A = 2D(1/k + 1/g).

With x = x0 at t = 0, integration of (A + 2x)dx = B dt yields

x² + Ax = B(t + τ), τ = (x0² + Ax0)/B.

Division by B turns this into a regression equation that is linear in its coefficients:

t = c0 + c1x + c2x², c0 = −τ, c1 = A/B, c2 = 1/B.

Hence B = 1/c2, A = c1/c2 and B/A = 1/c1. The slope needed above is s(x) = c1 + 2c2x = (A + 2x)/B.

**Where the measurement error sits**

Times are taken as exact and each run uses a separate wafer. The measured thickness is x = X + e, with X the true value and e normal with mean zero and known standard deviation σ. The residual at the true coefficients is

r = t − c0 − c1(X + e) − c2(X + e)².

Since t = c0 + c1X + c2X², the terms without e cancel, leaving

r = −(c1 + 2c2X)e − c2e².

To first order the residual has standard deviation s(X)σ. It grows with thickness, so equal weights are not the best choice for a wide range. The proper weight is proportional to 1/s².

It is convenient to centre the thickness, u = x − m, and write

t = a + bu + c2u².

Comparison of powers gives b = c1 + 2c2m and a = c0 + c1m + c2m². Conversely,

c1 = b − 2mc2, c0 = a − bm + c2m².

On the fitted curve the squared slope follows from the time:

(b + 2c2u)² = b² + 4c2(bu + c2u²) = b² + 4c2(t − a).

The weights can thus be formed from the exact times, without inserting the noisy thicknesses directly:

w = b²/[b² + 4c2(t − a)].

The constant factor b² does not affect the minimum.

The algorithm is as follows.

1. Set all w = 1 and form the matrix M with rows (1, u, u²). For good conditioning, u may be divided by L/2 during the solution.
2. Minimize Σw(t − a − bu − c2u²)². Setting the derivatives to zero gives MᵀWMp = MᵀWt, where p = (a, b, c2) and W is the diagonal matrix of weights.
3. Recompute w from the new p. A floor of 0.01b² on the squared slope guards against a trial curve that is not monotonic.
4. Repeat. Six passes were used here; for both data sets below, eight further passes moved c2 by less than 0.01 of its standard deviation.

**Covariance and the thin-film formula**

Subtracting MᵀWMp, with p the true coefficients, from both sides of the normal equations gives

p_fit − p = (MᵀWM)⁻¹MᵀWr.

Errors in M or W multiply r, which is already of first order, so they may be dropped at first order. With w = 1/s², the covariance of r is σ²W⁻¹. Therefore

cov(p) = (MᵀWM)⁻¹MᵀW(σ²W⁻¹)WM(MᵀWM)⁻¹ = σ²(MᵀWM)⁻¹.

For a short interval take s constant and equal to b. Let the thicknesses be equally spaced by d = L/(N − 1), so u = jd with j running symmetrically about zero. Define P = u² − q, with q the mean of u². Then P is orthogonal to both 1 and u on the grid, and its coefficient is c2. Projection gives

error of c2 = ΣPr/ΣP², var(c2) = s²σ²/ΣP².

The required sums are

Σj² = N(N² − 1)/12, Σj⁴ = N(N² − 1)(3N² − 7)/240.

They hold for N = 1 and N = 2. Adding the pair j = ±(N + 1)/2 takes N to N + 2 and raises the sums by (N + 1)²/2 and (N + 1)⁴/8, as the formulas require. Thus

ΣP² = d⁴[Σj⁴ − (Σj²)²/N]
= d⁴N(N² − 1)[(3N² − 7)/240 − (N² − 1)/144]
= d⁴N(N² − 1)(N² − 4)/180.

Writing this as L⁴/K² and inserting d gives

K² = 180(N − 1)³/[N(N + 1)(N² − 4)].

With s = (A + 2m)/B and c2 = 1/B, the relative error is

sd(c2)/c2 = (A + 2m)σK/L².

For large N, K² tends to 180/N. The formula needs N > 3 if the scatter is also to be judged from the residuals; three points determine the curve without any redundancy.

The opposite limit has x much larger than A over the whole range. Scale all thicknesses in proportion to L. Then s is proportional to L/B, and the form Ksσ/L² gives a relative error of 1/B proportional to σ/L, with a numerical factor that depends on the design and weights. The penalty for a shorter range is then one power of L, not two.

**What thin data do determine**

The same projection gives the error of the central slope:

var(b) = s²σ²/Σu², Σu² = L²N(N + 1)/[12(N − 1)].

Since b = s, its relative error is

sd(b)/b = (σ/L)√{12(N − 1)/[N(N + 1)]}.

This error carries one power of 1/L. The growth rate at the middle of the data, 1/b, is therefore much better known than B. The linear constant B/A is not, because c1 = b − 2mc2 extrapolates the slope to zero thickness. The errors of b and c2 are uncorrelated in the constant-slope approximation, so

var(c1) = var(b) + 4m² var(c2).

If B is known independently, for instance from thick films grown under the same conditions, the second term is replaced by the error of that B. For an exact B it vanishes.

**Two synthetic data sets**

Take A = 160 nm, B = 12000 nm²/h, τ = 0.3 h and σ = 0.5 nm. The film present at t = 0 has x0 = 20 nm, since (400 + 3200)/12000 = 0.3. Each set has N = 10 runs. One covers 30 to 50 nm, the other 30 to 400 nm. The measured values are listed in the numerical output.

For the thin set, L = 20 nm, m = 40 nm and K = 3.525, so

sd(c2)/c2 = (160 + 80)(0.5)(3.525)/20² = 1.06.

The uncertainty is as large as 1/B itself. A geometrical estimate shows why. The curve departs from its chord by c2L²/4 = 0.0083 h at the centre. Divided by the slope 240/12000 = 0.020 h/nm, this is 0.42 nm, less than one thickness error.

The central slope has a relative error of 2.5 %. For A/B the two contributions are 0.025 × 240/160 = 0.037 and (80/160) × 1.06 = 0.53, which combine to 53 %. With B known exactly, the first alone would remain, about 4 %.

The fits give:

Thin: B = 41030 nm²/h, B/A = 55.9 nm/h
Wide: B = 12070 nm²/h, B/A = 73.6 nm/h

The input values are 12000 nm²/h and 75 nm/h. The thin estimate of B is 3.4 times too large, yet its c2 lies just 0.7 standard deviations below the true value. That error in c2, −5.9 × 10⁻⁵ h/nm², changes c1 by +80 × 5.9 × 10⁻⁵ = +0.0047 h/nm. This slightly exceeds the actual rise, from 0.0133 to 0.0179 h/nm; a small negative error in b makes up the difference. The residual scatter, converted to thickness, is 0.47 nm in the thin set and 0.50 nm in the wide one: a good fit is no sign that B is known.

**Bootstrap of the thickness errors**

The parametric bootstrap keeps the times fixed and generates new thicknesses about the fitted curve. To invert that curve, solve c2u² + bu − (t − a) = 0 for the branch with positive slope. Multiplying numerator and denominator of the usual root by b + √[b² + 4c2(t − a)] gives

u = 2(t − a)/{b + √[b² + 4c2(t − a)]}.

This form stays regular at c2 = 0. Add fresh normal errors of standard deviation σ to m + u, refit with the same algorithm, and store c2. The 2.5 and 97.5 percentiles of 20000 refits form the interval for 1/B.

The wide set gives 8.17 × 10⁻⁵ to 8.40 × 10⁻⁵ h/nm². Taking reciprocals, B lies between 11910 and 12230 nm²/h, or 0.0119 and 0.0122 μm²/h.

The thin set gives −1.44 × 10⁻⁴ to 1.92 × 10⁻⁴ h/nm². Negative values are unphysical for B, but they must be kept while forming the percentiles. Restricting the result to positive B afterwards leaves B > 5200 nm²/h, with no upper limit. The rate at 40 nm, by contrast, has the finite interval 48.1 to 53.0 nm/h, which contains the true 50 nm/h.

Repetition over 500 synthetic data sets, each with 400 refits, gives coverage of 93.8 % for the thin design and 93.4 % for the wide one. The sampling error of such a percentage near 95 % is about 1 %, so both are compatible with the nominal value. The thin interval reaches zero or below in 82.8 % of the sets. A normal distribution for c2 predicts 84.4 %.

A bootstrap standard deviation of B would not be a sound summary here. Let f be the probability density of the estimated c2. For a large bound G,

P(|1/c2| > G) = P(|c2| < 1/G) ≈ 2f(0)/G.

The mean of |1/c2| is the integral of this probability over G, which diverges logarithmically when f(0) > 0. A finite variance would require a finite mean, so the variance does not exist either. In simulation of the thin design, 4.88 % of estimates exceed 10B in magnitude and 1.26 % exceed 40B. The ratio is 3.9, against 4 from the 1/G law. In the wide design zero lies some 150 standard deviations away, and this tail has no practical effect.

**Second-order errors and the choice of range**

The regressors contain the same errors as the residuals, so the fit has a bias of second order in σ. For 1/B in the thin design it is about −0.7 % of the true value, negligible beside the random error of 106 %. A direct nonlinear fit of thickness against time avoids noisy regressors. Over 100 repeated sets its c2 differs from the regression value by 0.18 standard deviations rms for the thin design and 0.01 for the wide one. For the particular thin data above, the direct fit gives 3.0 × 10⁻⁵ in place of 2.4 × 10⁻⁵ h/nm², a visible change but a small part of the interval.

Weights matter on the wide range, where s rises from 220/12000 to 960/12000 h/nm. They reduce the relative error of 1/B from 0.84 % to 0.67 %.

With the lower end at 30 nm, ten runs and σ = 0.5 nm held fixed, the full covariance gives these relative errors of 1/B:

Upper thickness 50 nm: 106 %
80 nm: 19 %
120 nm: 6.6 %
200 nm: 2.3 %
400 nm: 0.67 %

An error of 10 % from thickness scatter alone requires an upper thickness of about 101 nm. Repeating the ten-run design within 30 to 50 nm divides the variance by the number of repeats. Reaching 10 % in this way would need (1.06/0.1)² ≈ 112 repeats, or about 1100 runs with independent errors. Extending the range is far more effective. Temperature errors, treated below, call for a still wider range.

**Comparison with a real furnace**

The constants are rough values typical of dry oxidation of (111) silicon near 1000 °C. On (100) wafers B is much the same but B/A is about 1.7 times smaller, so A is near 270 nm and the thin-film formula gives a relative error of about 1.5 in place of 1.06. In the synthetic data the 20 nm at t = 0 is a film actually present; for a bare wafer in dry oxygen, such an x0 is mostly an extrapolated offset that stands for fast initial growth. The longest run takes 18.4 h to reach 400 nm. Steam grows oxide faster, with different constants. The assumed 0.5 nm is meant to include wafer non-uniformity as well as instrument error.

Furnace temperature is a further source of error, not included in the bootstrap. With rough activation energies of 1.2 eV for B and 2.0 eV for B/A, a rise of 1 K adds 2.3 nm to the thickest film. Independent errors of 1 K rms per run alone give 1/B a relative spread of 2.1 %, three times that from thickness errors. The wide bootstrap interval is then too narrow. In the thin design the same temperature errors contribute 52 %, so a better thickness gauge alone would not rescue B.

Dry oxide also grows faster than the law predicts when very thin. An extra rate of 150 nm/h at zero thickness, decaying over 7 nm, serves as a rough model. It still adds about 2 nm/h at 30 nm but little at 50 nm. The slope dt/dx is lowered more at the thin end, which increases the fitted curvature. B shifts by about −15 % in the thin design and −0.2 % in the wide one. The thin value depends strongly on the assumed decay length: 5 nm gives about −3 % and 10 nm about −34 %. None of these shifts is included in the bootstrap.

A common thickness-scale error of +0.5 % raises B by 1.0 %, because B scales as thickness squared; the residuals cannot reveal it. Compressive stress can lower the diffusivity. For a pressure of 50 MPa and an activation volume of 0.05 nm³, both rough, the factor exp(−pV/k_BT) reduces D by 13 %. If the stress is constant and acts on D alone, A and B fall together and B/A is unchanged. If it changes during growth, the quadratic law in general no longer holds exactly. The misfit can be smaller than the thickness error, so a good fit does not exclude such a change. The resulting error in B depends on the stress history, which is not modelled here.

Numbers as computed

```
A = 160 nm, B = 12000 nm^2/h = 0.0120 um^2/h
tau = 0.3 h, sigma = 0.5 nm, runs N = 10
B/A = 75.0 nm/h, thickness at t=0: 20.0 nm
K = 3.525
thin closed formula, rel. sd of 1/B: 105.8 %
  simulation, small-error limit: 105.4 %
thin rel. sd of mid slope: 2.48 % (simulated 2.47 %)
thin rel. sd of A/B: 53.0 % (simulated 52.5 %)
data: thin t(h) x(nm) | wide t(h) x(nm)
  0.175 30.3 | 0.175 30.9
  0.216 31.8 | 1.070 71.3
  0.258 34.5 | 2.246 112.2
  0.301 35.9 | 3.704 153.1
  0.345 38.3 | 5.443 193.7
  0.389 41.0 | 7.465 236.5
  0.434 43.3 | 9.768 276.6
  0.480 46.2 | 12.352 317.3
  0.527 47.4 | 15.219 358.8
  0.575 49.8 | 18.367 400.0
thin fit: c0=-0.3828 h, c1=0.01789 h/nm, c2=2.437e-05 h/nm^2
  B=41030 nm^2/h, A=734.1 nm, B/A=55.9 nm/h
  1/B by direct fit: 3.013e-05 h/nm^2; residual sd 0.47 nm
  bootstrap 95% of 1/B: -1.436e-04 to 1.922e-04 h/nm^2
  B above 5203 nm^2/h, no upper limit
  bootstrap refits with 1/B <= 0: 38.32 %
  rate at 40 nm, 95%: 48.14 to 53.00 nm/h
  bias of 1/B -0.70 %; rms gap to direct fit 0.181 sd
  coverage 93.8 %, open intervals 82.8 % (expected 84.4 %)
wide fit: c0=-0.3218 h, c1=0.01358 h/nm, c2=8.285e-05 h/nm^2
  B=12070 nm^2/h, A=163.9 nm, B/A=73.6 nm/h
  1/B by direct fit: 8.285e-05 h/nm^2; residual sd 0.50 nm
  bootstrap 95% of 1/B: 8.174e-05 to 8.396e-05 h/nm^2
  B between 11911 and 12233 nm^2/h
  bootstrap refits with 1/B <= 0: 0.00 %
  rate at 215 nm, 95%: 20.26 to 20.38 nm/h
  bias of 1/B -0.00 %; rms gap to direct fit 0.010 sd
  coverage 93.4 %, open intervals 0.0 % (expected 0.0 %)
thin: P(|B est|>10B)=4.88 %, P(>40B)=1.26 %
wide rel. sd of 1/B: unweighted 0.84 %, weighted 0.67 %
upper x (nm): rel. sd of 1/B, covariance / simulation
  50: 105.53 % / 105.71 %
  80: 18.86 % / 18.86 %
  120: 6.59 % / 6.63 %
  200: 2.25 % / 2.24 %
  400: 0.67 % / 0.67 %
upper x for 10 % error in 1/B: 101 nm
extra rate 150 nm/h, decay 7 nm; energies 1.2, 2.0 eV
thin: fast growth shifts B by -14.5 %
  1 K: last x +0.33 nm; 1 K rms per run: rel. sd of 1/B 51.9 %
wide: fast growth shifts B by -0.2 %
  1 K: last x +2.34 nm; 1 K rms per run: rel. sd of 1/B 2.1 %
thickness scale +0.5 %: B shifts 1.00 %
pressure 50 MPa, volume 0.05 nm^3: diffusivity -13 %
```
